# Peek's inverse-square-root law for corona inception at a thick wire

## The form of the answer from dimensions

Corona starts at a wire when electrons in the strong field near its surface multiply fast enough over a long enough path. Let the wire radius be \(a\), and let the net ionization per unit length be \(k(E-E_c)\), where \(E_c\) is the field at which ionization balances attachment. The slope \(k\) has the unit 1/kV and \(E_c\) the unit kV/cm, so \(kE_c\) is an inverse length. Inception requires the avalanche exponent, the integral of net ionization along the path, to reach a number \(K\).

We seek the fractional excess \(\delta=E_0/E_c-1\) of the surface field \(E_0\) at inception. If the outer electrode is far enough away not to matter, the only dimensionless quantities available are \(K\) and \(kE_ca\). The exponent is proportional to \(k\), so \(K\) and \(k\) enter only as \(K/k\). Hence

\[
\delta=f\!\left(\frac{K}{kE_c a}\right).
\]

Dimensions do not fix \(f\), but the behaviour near threshold gives its form for a thick wire. At a thick wire the surface ionization rate is \(kE_c\delta\), and the field falls to \(E_c\) over a distance of about \(a\delta\). Their product, of order \(kE_ca\delta^2\), must be of order \(K\), so \(\delta\propto a^{-1/2}\). One factor of \(\delta\) comes from the rate and one from the thickness of the ionizing layer. The theorem supplies the coefficient and the error.

## Assumptions

1. The wire is smooth and coaxial with an outer cylinder of radius \(b\). There is no space charge before inception.
2. Net ionization is \(\alpha(E)=k(E-E_c)\) at and above \(E_c\), with \(k,E_c>0\), and depends on the local field.
3. Inception occurs when the integral of \(\alpha\) over the region \(\alpha>0\) equals a fixed \(K>0\).
4. That region ends inside the gap: \(a(1+\delta)<b\).

Field magnitudes are used throughout. At a negative wire the electrons start at the surface and move outward; at a positive wire they start at the layer's outer edge and move inward. On average, one starting electron yields \(e^{K}\) electrons in either case, because both paths give the same integral. Many single electrons are nevertheless lost to attachment, more often when they start at the outer edge, where ionization only balances attachment. The waiting time for a first electron is not treated.

Define

\[
\ell=\frac{2K}{kE_c},\qquad s=\sqrt{\frac{\ell}{a}},\qquad x=\frac{E_0}{E_c}=1+\delta .
\]

## Theorem

Under assumptions 1–4 there is one inception field. Its excess satisfies

\[
s\le\delta\le \frac{s^2}{2}+s\sqrt{1+\frac{s^2}{4}},
\]

and, as \(s\to0\),

\[
\delta=s+\frac{s^2}{6}-\frac{s^3}{72}+O(s^4).
\]

Thus \(\delta\simeq\sqrt{2K/(kE_ca)}\) for \(a\gg\ell\). With linear ionization, the inverse square root is a thick-wire limit and not an identity at every radius.

## Lemma 1: the inception equation

*The criterion is equivalent to*

\[
x\ln x-x+1=\frac{s^2}{2}.
\]

**Proof.** Without space charge, the electric flux through every coaxial cylinder between the electrodes is the same. Therefore \(2\pi rE(r)=2\pi aE_0\), or \(E(r)=E_0a/r\). The field equals \(E_c\) at \(r_c=aE_0/E_c=ax\), so the layer has thickness \(r_c-a=a\delta\). Then

\[
\begin{aligned}
K&=\int_a^{ax}k\left(\frac{E_0a}{r}-E_c\right)dr\\
&=k\left[E_0a\ln x-E_ca(x-1)\right]\\
&=kE_ca\,(x\ln x-x+1),
\end{aligned}
\]

where the last line uses \(E_0=xE_c\). Division by \(kE_ca\) gives the result, since \(K/(kE_ca)=\ell/(2a)=s^2/2\). ∎

The equation also has a closed solution. Put \(w=\ln x-1\), so \(x=e^{w+1}\). Then \(x(\ln x-1)=s^2/2-1\) becomes \(we^w=(s^2/2-1)/e\). Since \(x>1\) means \(w>-1\), the principal Lambert branch \(W_0\) applies:

\[
x=\exp\left[1+W_0\!\left(\frac{s^2/2-1}{e}\right)\right].
\]

## Proof of the theorem

Let \(h(\delta)=(1+\delta)\ln(1+\delta)-\delta\), which is the left side of Lemma 1. Its derivative \(h'(\delta)=\ln(1+\delta)\) is positive for \(\delta>0\). Since \(h(0)=0\) and \(h\) grows without bound, \(h(\delta)=s^2/2\) has one positive root.

For the bounds, use \(h(0)=h'(0)=0\) and \(h''(u)=1/(1+u)\). Taylor's formula with integral remainder gives

\[
h(\delta)=\int_0^\delta\frac{\delta-u}{1+u}\,du .
\]

On the interval, \(1/(1+\delta)\le1/(1+u)\le1\), while \(\int_0^\delta(\delta-u)\,du=\delta^2/2\). Hence

\[
\frac{\delta^2}{1+\delta}\le s^2\le\delta^2 .
\]

The right inequality gives \(\delta\ge s\). The left one gives \(\delta^2-s^2\delta-s^2\le0\), so \(\delta\) cannot exceed the positive root of this quadratic, which is the stated upper bound.

For the series, expand the logarithm:

\[
h(\delta)=\frac{\delta^2}{2}-\frac{\delta^3}{6}+\frac{\delta^4}{12}+O(\delta^5).
\]

Thus \(s=\sqrt{2h}=\delta(1-\delta/3+\cdots)^{1/2}\) is a smooth function of \(\delta\) with slope 1 at the origin, and it can be inverted as a power series. Write \(\delta=s+c_2s^2+c_3s^3+O(s^4)\). Then

\[
\begin{aligned}
\delta^2&=s^2+2c_2s^3+(c_2^2+2c_3)s^4+O(s^5),\\
\delta^3&=s^3+3c_2s^4+O(s^5),\qquad \delta^4=s^4+O(s^5).
\end{aligned}
\]

The terms of order \(s^2\) already agree with \(s^2/2\). At order \(s^3\), \(c_2-1/6=0\), so \(c_2=1/6\). At order \(s^4\),

\[
\frac{c_2^2+2c_3}{2}-\frac{c_2}{2}+\frac1{12}=0 .
\]

With \(c_2=1/6\), the last two terms cancel, leaving \(c_3=-c_2^2/2=-1/72\). ∎

## Remark 1: the local power and the thin-wire limit

The power observed near a given radius is \(p=d\ln\delta/d\ln a\). Since \(h=s^2/2\) is proportional to \(1/a\), we have \(dh/d\ln a=-h\). Also \(dh/d\ln a=h'(\delta)\,p\,\delta\), so

\[
p=-\frac{x\ln x-x+1}{(x-1)\ln x}.
\]

For small \(\delta\), the numerator is \((\delta^2/2)(1-\delta/3+\cdots)\) and the denominator is \(\delta^2(1-\delta/2+\cdots)\). Hence \(p=-\tfrac12(1+\delta/6+\cdots)\).

In the opposite limit \(x\to\infty\), \(p\simeq-(1-1/\ln x)\), which tends to \(-1\), but only logarithmically. At \(a=0.001\) cm, with the gas parameters used below, the computed power is still \(-0.651\). This limit describes the linear model; such high fields may lie outside the range where real ionization is linear.

## Remark 2: what fixes the power

Suppose instead that \(\alpha=A(E-E_c)^m\) with \(m>0\). Set \(r=a(1+y)\). Near a thick wire, \(E-E_c\simeq E_c(\delta-y)\), and the criterion becomes

\[
K\simeq AE_c^ma\int_0^\delta(\delta-y)^m\,dy
=\frac{AE_c^ma\,\delta^{m+1}}{m+1}.
\]

Therefore \(\delta\propto a^{-1/(m+1)}\). The square root requires a simple zero of \(\alpha\). For a quadratic zero the predicted power is \(-1/3\), and the value computed by quadrature near \(a=10^5\) cm, with \(A=k/E_c\) and the gas parameters used below, is \(-0.3337\).

A simple zero with some curvature keeps the square root. Take

\[
\alpha=k(E-E_c)\left[1+q\,\frac{E-E_c}{E_c}\right].
\]

The extra term adds \(q\) times the following integral to \(h\), with \(r=a\rho\):

\[
\int_1^x\left(\frac{x}{\rho}-1\right)^2d\rho
=x^2-1-2x\ln x
=\frac{\delta^3}{3}+O(\delta^4).
\]

The condition is now \(s^2/2=\delta^2/2-(1-2q)\delta^3/6+O(\delta^4)\), which gives \(\delta=s+(1-2q)s^2/6+O(s^3)\). Compared with the linear law at the same \(s\), the relative change is \(-qs/3\) at leading order.

The case \(q=1/2\) is special. The sum is

\[
x\ln x-x+1+\frac{x^2-1-2x\ln x}{2}=\frac{(x-1)^2}{2},
\]

so \(\delta=s\) at every radius for which assumption 4 holds. This case is \(\alpha=k(E^2-E_c^2)/(2E_c)\). It explains why the output gives \(0.16998\) both for \(s\) and for the excess with this curvature.

## Remark 3: gas density

Let \(N\) be the gas density relative to a reference state, and let \(\alpha/N=F(E/N)\), with \(F\) zero at \(\varepsilon_c\). Then \(E_c=N\varepsilon_c\). With \(r=a\rho\), the criterion reads

\[
K=\int_a^{ax}N\,F\!\left(\frac{E_0a}{Nr}\right)dr
=Na\int_1^xF\!\left(\frac{\varepsilon_cx}{\rho}\right)d\rho .
\]

At fixed \(K\), density and radius enter only through \(Na\), even if \(F\) is curved. For linear \(F\), \(k\) is independent of density and the thick-wire law takes Peek's form,

\[
E_0\simeq N\varepsilon_c\left(1+\frac{C}{\sqrt{Na}}\right),
\qquad C=\sqrt{\frac{2K}{k\varepsilon_c}} .
\]

Peek's law itself is an empirical fit for air. The theorem accounts for its form to the extent that net ionization is nearly linear over the fields in the layer. In air net ionization curves upward noticeably above threshold, so there the argument supports the square root as a thick-wire limit but does not derive Peek's fitted constants; his prefactor, about 30 kV/cm, also lies above the critical field of air, about 25 kV/cm. With strong curvature this limit is approached only slowly as the radius grows, so it need not describe wires of ordinary size.

## Remark 4: when the gap is too narrow

Assumption 4 requires, for a thick wire, \(\sqrt{\ell a}<D\), where \(D=b-a\). If \(a\) grows at fixed \(D\), this fails near \(a=D^2/\ell\). The whole gap then ionizes, and the integral must stop at \(b\):

\[
K=k\left[E_0a\ln\!\left(1+\frac Da\right)-E_cD\right].
\]

As \(a\to\infty\), \(a\ln(1+D/a)\to D\), so \(\delta\to K/(kE_cD)=\ell/(2D)\). This is the uniform-field result: the excess is about \(\ell/D\) where the layer first fills the gap, and it then levels off at half that value instead of falling to zero. The thick-wire limit therefore needs \(a\gg\ell\) together with a gap wider than the layer.

## Worked example: a conductor in sulfur hexafluoride

Take sulfur hexafluoride at 1 bar and 293 K, with the rough values \(k=28\) per kV, \(E_c=89\) kV/cm and \(K=18\). Let \(a=0.5\) cm and \(b=5\) cm. Then

\[
\ell=\frac{2\times18}{28\times89}=0.01445\ \text{cm},\qquad
s=\sqrt{\frac{0.01445}{0.5}}=0.1700 .
\]

The theorem places \(\delta\) between 0.170 and 0.185. The two-term series gives \(0.1700+0.0048=0.1748\), and quadrature with root finding gives \(0.1747\). The leading law is low by 2.7% relative to \(\delta\), but by only 0.4% relative to the surface field.

The main results are

\[
E_0=89\times1.17473=104.55\ \text{kV/cm},\qquad
V=E_0a\ln\frac ba=120\ \text{kV}.
\]

The voltage follows from integrating \(E_0a/r\) between the electrodes. The layer is \(a\delta=0.87\) mm thick, well inside the gap. Net ionization at the surface is \(435\) per cm. A straight-line fall to zero would give an exponent of \(435\times0.0874/2=19.0\) instead of 18. The true exponent is smaller because \(1/r\) is convex and lies below its chord; the series for \(h\) gives the factor \(1-\delta/3\) at leading order.

With the gas parameters fixed and the outer cylinder always beyond the layer, the excess falls from 0.963 at \(a=0.02\) cm to 0.0342 at 12.5 cm. The local power moves from \(-0.556\) to \(-0.503\). The square root is thus a good description of the thicker wires and a poorer one of the thinnest.

## The model beside a real conductor

Sulfur hexafluoride is used in high-voltage equipment, commonly at several bar, so the 1 bar example is at low density. Its net ionization is close to linear near \(E_c\), which makes it a suitable case for assumption 2. Real surfaces are not perfectly smooth, however, so assumption 1 needs a check.

Consider a conducting hemisphere of height \(h_b\) on the surface, small compared with both the wire and the layer. On its axis, at height \(z\) above the flat surface, the field is multiplied by \(1+2h_b^3/z^3\). The path now starts at \(z=h_b\). The enhancement adds \(kE_0\int_{h_b}^{\infty}(2h_b^3/z^3)\,dz=kE_0h_b\), while the missing path removes \(k(E_0-E_c)h_b\). The net gain is \(kE_ch_b\). For \(h_b=10\) µm this is 2.49, against 2.48 by quadrature. It lowers \(\delta\) by 7.3% and \(E_0\) by 1.1%. The field at the tip is about \(3.5E_c\), so these figures extend the linear law far above threshold, where real ionization may depart from it. At four times the density the same estimate is about 10, more than half of \(K\), and the same bump lowers \(\delta\) by 33% and \(E_0\) by 2.6%, so roughness matters more in compressed gas.

Temperature matters through density. Warming to 333 K at constant pressure lowers \(E_0\) by 11.1%, to 92.9 kV/cm, although \(\delta\) rises to 0.187. In a sealed vessel of fixed volume, uniform warming leaves the density the same, and the model gives no such change. If the conductor is hotter than the vessel wall, however, the gas beside it is thinner than the mean, and \(E_0\) still falls.

Space charge limits the meaning of \(K\). An avalanche with exponent 18 contains \(6.6\times10^7\) electrons on average. This mean includes the starts that die by attachment; if the attachment coefficient is 400 to 800 per cm, an avalanche that survives is about 2 to 3 times larger at a negative wire and 8 to 16 times larger at a positive one, so the fields below are low estimates. Take the mean number. If they form a Gaussian cloud spread by diffusion with a rough characteristic energy of 5 eV, its radius is about 43 µm and the peak field of the electrons alone is about 220 kV/cm, roughly twice \(E_0\). The positive ions left behind alter this field by an amount that depends on polarity, so the value is only an estimate of size. With the cloud radius held fixed, the field of the electrons alone equals \(E_0\) at an exponent of 17.2; using that value for \(K\) would lower \(\delta\) by 2.2%. This comparison is too lenient, because net ionization depends on \(E-E_c\), which is at most 15.6 kV/cm here. With the same fixed radius, the field of the electrons equals that excess already at an exponent of 15.3, and using that value for \(K\) would lower \(\delta\) by about 8%. If the cloud grows along the path, its peak field reaches the local excess at an exponent near 14 at a negative wire, about halfway across the layer, and near 15 at a positive wire; it is a tenth of the local excess some two to three units earlier. The undisturbed field is therefore doubtful over roughly the last third of the exponent, and \(K\) is best read as an effective, fitted number.

\(K\) may also vary with the layer thickness \(L\). Suppose \(K\) increases by \(\ln(L/L_0)\), where \(L_0\) is the thickness in the example. Since \(\delta\) depends on \(K/a\) and \(L=a\delta\), the local power becomes \(p=p_0[1-(1+p)/K]\), where \(p_0\) is its fixed-\(K\) value. This changes \(-0.513\) to \(-0.499\). The closeness to \(-1/2\) is a near-cancellation of two corrections at this radius, so a measured power near \(-1/2\) would not by itself establish a fixed \(K\).

Finally, an electron gains 5 eV in about 0.5 µm at the surface field, less than a thousandth of the layer thickness. This supports the use of the local field at the smooth wire; near a small bump the field changes over a much shorter distance, and the support is weaker. Inception is also not the same as complete breakdown: whether a steady corona or a spark follows lies outside the model. The remaining values are in the numerical output.

## Computed results

```
INPUTS (rough values, SF6 at 1 bar, 293 K)
slope k = 28 1/kV; critical field Ec = 89 kV/cm
critical exponent K = 18
wire radius a = 0.5 cm; outer radius b = 5.0 cm
WORKED EXAMPLE
length 2K/(k Ec) = 0.01445 cm
its square root = 0.1202 cm^(1/2)
leading law s = 0.16998
two-term law s + s^2/6 = 0.17479
three-term law = 0.17473
delta by quadrature = 0.17473
surface field E0 = 104.55 kV/cm
layer thickness = 0.874 mm
surface net ionization = 435.4 1/cm
triangle area = 19.02 (K = 18)
inception voltage = 120.4 kV
RADIUS SCAN: a (cm), s, delta, s/delta, local power
  0.02  0.84989  0.96324  0.8823  -0.5558
  0.10  0.38008  0.40346  0.9420  -0.5282
  0.50  0.16998  0.17473  0.9728  -0.5134
  2.50  0.07602  0.07697  0.9876  -0.5062
 12.50  0.03400  0.03419  0.9944  -0.5028
POWERS OF THE RADIUS
linear alpha, around 2000 cm: -0.5002
linear alpha, at 0.001 cm: -0.6507
quadratic alpha, around 1e5 cm: -0.3337
curved alpha (q = 0.5), around 2000 cm: -0.5000
density x4, radius /4, curved alpha: delta = 0.16998
same at density x1, radius 0.5 cm: 0.16998
NEGLECTED EFFECTS AT THE EXAMPLE WIRE
bump height = 10 um; extra exponent = 2.48
estimate k Ec h = 2.49
bump: change of delta = -7.3 %
bump: change of E0 = -1.09 %
rough characteristic energy = 5 eV
avalanche electrons exp(K) = 6.57e+07
cloud radius sqrt(4Dt) = 42.5 um
peak head field = 224 kV/cm
exponent where head field equals E0 = 17.24
delta change with that exponent = -2.2 %
333 K, constant pressure: E0 = 92.92 kV/cm, change -11.1 %
333 K, constant pressure: delta = 0.18660
curvature q = 0.5: change of delta = -2.7 %
leading estimate -q s/3 = -2.8 %
local power: fixed K -0.5134, logarithmic K -0.4991
energy-gain length = 0.48 um
energy-gain length / layer thickness = 5.5e-04
```
